# A failing check and its repair

Subject: Lithium 2P Fine Structure: Hartree-Fock Parts and the Correlation Still Missing.

```python
"""Fine-structure interval of lithium 1s2 2p (doublet P), Breit-Pauli, first order.

Result under test, Rydberg units (energy Ry, length a0), one HF determinant:
  E(3/2)-E(1/2) = 1.5*(zeta_nuc + zeta_same + zeta_other)
  zeta_nuc   = alpha^2 Z <r^-3>
  zeta_same  = -2 alpha^2 D + 2 alpha^2 X
  zeta_other =  4 alpha^2 X
D = <q(r)/r^3> over 2p, q(r) = fraction of one 1s electron inside r,
X = dipole exchange integral between 1s and 2p (radial form in radial_integrals).
The same parts are evaluated from the original two-electron operators, first for
the determinant, then for configuration-interaction states C[i,j,k], where i,j
are the orbitals of the two spin-up electrons and k that of the spin-down one.
"""
import numpy as np
from math import gamma
from scipy import constants
from scipy.linalg import eigh
from scipy.integrate import cumulative_trapezoid, trapezoid
from pyscf import gto

Z = 3
TARGET = 10.05  # GHz, the interval given in the problem
alpha2 = constants.fine_structure ** 2
ry_ghz = constants.value('Rydberg constant times c in Hz') * 1e-9
anomaly = constants.value('electron mag. mom. anomaly')


def build_atom(s_exps, p_exps, d_exps):
    shells = [[l, [float(a), 1.0]]
              for l, exps in enumerate((s_exps, p_exps, d_exps)) for a in exps]
    mol = gto.M(atom='Li 0 0 0', basis={'Li': shells}, spin=1, verbose=0)
    blocks, exponents = {}, {}
    start = mol.ao_loc_nr()
    for b in range(mol.nbas):
        l = int(mol.bas_angular(b))
        exponents.setdefault(l, []).append(float(mol.bas_exp(b)[0]))
        for c in range(2 * l + 1):
            blocks.setdefault((l, c), []).append(int(start[b]) + c)
    return mol, blocks, exponents


def hartree_fock(mol, blocks):
    """Spherical restricted HF for 1s2 2p; returns orbitals and integrals in Ry."""
    n = mol.nao_nr()
    overlap = mol.intor('int1e_ovlp')
    kinetic = 2 * mol.intor('int1e_kin')
    h = kinetic + 2 * mol.intor('int1e_nuc')
    eri = 2 * mol.intor('int2e', aosym='s1').reshape(n, n, n, n)
    coulomb = eri.reshape(n * n, n * n)
    exchange = eri.transpose(0, 2, 1, 3).reshape(n * n, n * n)

    def J(d):
        return (coulomb @ d.ravel()).reshape(n, n)

    def K(d):
        return (exchange @ d.ravel()).reshape(n, n)

    def solve(f, l):
        idx = np.ix_(blocks[l, 0], blocks[l, 0])
        return eigh(f[idx], overlap[idx])[1]

    fs, fp, previous = h, h, 0.0
    for cycle in range(100):
        us, up = solve(fs, 0), solve(fp, 1)
        ds, dp = np.zeros((n, n)), np.zeros((n, n))
        ds[np.ix_(blocks[0, 0], blocks[0, 0])] = np.outer(us[:, 0], us[:, 0])
        for c in range(3):
            dp[np.ix_(blocks[1, c], blocks[1, c])] = np.outer(up[:, 0], up[:, 0]) / 3
        js, ks = J(ds), K(ds)
        energy = np.sum(h * (2 * ds + dp)) + np.sum(ds * js) + np.sum(dp * (2 * js - ks))
        fs = h + js + J(dp) - 0.5 * K(dp)
        fp = h + 2 * js - ks
        if cycle > 12 and abs(energy - previous) < 1e-11:
            break
        previous = energy
    else:
        raise RuntimeError('Hartree-Fock did not converge')
    mo = np.zeros((n, n))
    for (l, c), idx in blocks.items():
        u = us if l == 0 else up if l == 1 else solve(fp, l)
        mo[np.ix_(idx, idx)] = u
    t = np.sum(kinetic * (2 * ds + dp))
    return energy, (energy - t) / t, us[:, 0], up[:, 0], mo, h, eri


def radial_integrals(exponents, cs, cp):
    """<r^-3>, D and X by quadrature on a logarithmic grid."""
    x = np.linspace(np.log(1e-5), np.log(60.0), 8001)
    r = np.exp(x)

    def norm(l, a):
        return np.sqrt(2 * (2 * a) ** (l + 1.5) / gamma(l + 1.5))

    gs = [c * norm(0, a) * np.exp(-a * r * r) for c, a in zip(cs, exponents[0])]
    Rs = sum(gs)
    dRs = sum(-2 * a * r * g for g, a in zip(gs, exponents[0]))
    Rp = sum(c * norm(1, a) * r * np.exp(-a * r * r) for c, a in zip(cp, exponents[1]))

    def running(f):
        return cumulative_trapezoid(f * r, x, initial=0)

    def total(f):
        return trapezoid(f * r, x)

    assert abs(total(Rs ** 2 * r ** 2) - 1) < 1e-5
    assert abs(total(Rp ** 2 * r ** 2) - 1) < 1e-5
    q = running(Rs ** 2 * r ** 2)
    outside = running(Rs * Rp)
    potential = running(Rs * Rp * r ** 3) / r ** 2 + r * (outside[-1] - outside)
    return total(Rp ** 2 / r), total(Rp ** 2 * q / r), total(Rp * dRs * r * potential) / 3


def formula_parts(r3, D, X):
    zeta = alpha2 * np.array([Z * r3, -2 * D + 2 * X, 4 * X])
    return 1.5 * zeta * ry_ghz


def with_anomaly(parts):
    return float(np.dot(parts, [1 + 2 * anomaly, 1 + 2 * anomaly, 1 + anomaly]))


# Spin algebra: interval factor, and no spin-spin energy in a doublet
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
half = pauli / 2
levi = np.zeros((3, 3, 3))
for a, b, c in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    levi[a, b, c], levi[a, c, b] = 1, -1
ls = np.linalg.eigvalsh(sum(np.kron(-1j * levi[a], half[a]) for a in range(3)))
assert np.allclose(ls, [-1, -1, 0.5, 0.5, 0.5, 0.5])
one = np.eye(2)
spins = [[np.kron(np.kron(s if e == 0 else one, s if e == 1 else one),
                  s if e == 2 else one) for s in half] for e in range(3)]
s_squared = sum(sum(spins[e][a] for e in range(3)) @ sum(spins[e][a] for e in range(3))
                for a in range(3))
doublet = (3.75 * np.eye(8) - s_squared) / 3
tensor = 3 * spins[0][2] @ spins[1][2] - sum(spins[0][a] @ spins[1][a] for a in range(3))
assert np.abs(tensor).max() > 0.1
assert np.abs(doublet @ tensor @ doublet).max() < 1e-12

# Hartree-Fock in a large s,p basis (check) and in the working s,p,d basis
mol, blocks, exps = build_atom(0.04 * 2.2 ** np.arange(13), 0.01 * 2.2 ** np.arange(12), [])
big = hartree_fock(mol, blocks)
big_energy = big[0]
big_parts = formula_parts(*radial_integrals(exps, big[2], big[3]))
del big
mol, blocks, exps = build_atom(0.05 * 2.8 ** np.arange(9), 0.015 * 2.6 ** np.arange(9),
                               [0.1, 0.45, 2.0])
e_hf, virial, cs, cp, mo, h_ao, eri = hartree_fock(mol, blocks)
r3, D, X = radial_integrals(exps, cs, cp)
hf_parts = formula_parts(r3, D, X)
assert abs(virial + 2) < 2e-3
assert abs(big_parts.sum() - hf_parts.sum()) < 0.1  # finite-basis error, GHz

# Integrals over orthonormal HF orbitals
n = mol.nao_nr()


def transform(t):
    for _ in range(4):
        t = np.tensordot(t, mo, axes=(0, 0))
    return t


def pair_matrix(t):
    return np.ascontiguousarray(t.transpose(0, 2, 1, 3)).reshape(n * n, n * n)


h = mo.T @ h_ao @ mo
repulsion = pair_matrix(transform(eri))
del eri
core = blocks[0, 0][0]
px, py, pz = (blocks[1, c][0] for c in range(3))
# orbit1 = (r x grad)_z / r^3 ; orbit2 = (r12 x grad_1)_z / r12^3, both real.
# The library's orientation is fixed by the positive px-py element.
with mol.with_rinv_origin((0.0, 0.0, 0.0)):
    orbit1 = mo.T @ mol.intor('int1e_prinvxp', comp=3)[2] @ mo
orbit1 = orbit1 * np.sign(orbit1[px, py])
raw = mol.intor('int2e_p1vxp1', comp=3).reshape(3, n, n, n, n)[2].copy()
raw = transform(raw)
orbit2 = pair_matrix(raw * np.sign(raw[px, py, core, core]))
del raw

# Rotation generator x d/dy - y d/dx, and reflection labels (bits x=1, y=2, z=4)
turn = np.zeros((n, n))
for l, a, b, m in ((1, 0, 1, 1), (2, 3, 1, 1), (2, 4, 0, 2)):
    turn[blocks[l, a], blocks[l, b]] = m
    turn[blocks[l, b], blocks[l, a]] = -m
label = np.zeros(n, dtype=int)
for l, labels in ((0, [0]), (1, [1, 2, 4]), (2, [3, 6, 0, 5, 0])):
    for c, bits in enumerate(labels):
        label[blocks[l, c]] = bits


def one_body(m, C):
    t = np.tensordot(m, C, axes=1)
    return t - t.transpose(1, 0, 2) + C @ m.T


def apply_h(C):
    up_up = (repulsion @ C.reshape(n * n, n)).reshape(n, n, n)
    swapped = np.ascontiguousarray(C.transpose(0, 2, 1)).reshape(n * n, n)
    up_down = (repulsion @ swapped).reshape(n, n, n).transpose(0, 2, 1)
    return one_body(h, C) + up_up + up_down - up_down.transpose(1, 0, 2)


def operator_parts(C):
    """Nuclear, same-orbit, other-orbit parts of the interval in GHz."""
    partner = -one_body(turn, C)  # the P_y state belonging to the P_x state C
    t = np.tensordot(orbit1, partner, axes=1)
    nuclear = np.vdot(C, t - 0.5 * (partner @ orbit1.T))

    def pair(order):
        left = np.ascontiguousarray(C.transpose(order)).reshape(n * n, n)
        right = np.ascontiguousarray(partner.transpose(order)).reshape(n * n, n)
        return np.vdot(left, orbit2 @ right)

    t12, t13, t31 = pair((0, 1, 2)), pair((0, 2, 1)), pair((2, 0, 1))
    energy = alpha2 * np.array([Z * nuclear, -(t12 + t13 - t31), -2 * (t12 - t13 + t31)])
    return 3 * energy * ry_ghz


reference = np.zeros((n, n, n))
reference[core, px, core] = np.sqrt(0.5)
reference[px, core, core] = -np.sqrt(0.5)
direct_parts = operator_parts(reference)
assert abs(np.vdot(reference, apply_h(reference)) - e_hf) < 1e-7
assert np.allclose(direct_parts, hf_parts, rtol=2e-4, atol=1e-4)

# Configuration interaction in three nested spaces
levels = np.diag(h)
pair_energy = np.diag(repulsion).reshape(n, n)
diagonal = (levels[:, None, None] + levels[None, :, None] + levels[None, None, :]
            + pair_energy[:, :, None] + pair_energy[:, None, :] + pair_energy[None, :, :])


def lowest_state(mask, guess):
    basis, images, new = [], [], guess * mask
    for _ in range(35):
        for _ in range(2):
            for b in basis:
                new = new - np.vdot(b, new) * b
        new = new / np.linalg.norm(new)
        basis.append(new)
        images.append(apply_h(new) * mask)
        small = np.array([[np.vdot(b, w) for w in images] for b in basis])
        values, vectors = np.linalg.eigh((small + small.T) / 2)
        state = sum(c * b for c, b in zip(vectors[:, 0], basis))
        residual = sum(c * w for c, w in zip(vectors[:, 0], images)) - values[0] * state
        if np.linalg.norm(residual) < 3e-5:
            return values[0], state
        gap = diagonal - values[0]
        new = -residual / np.where(np.abs(gap) < 0.2, 0.2, gap)
    raise RuntimeError('configuration interaction did not converge')


def count(members):
    f = np.isin(np.arange(n), members).astype(int)
    return f[:, None, None] + f[None, :, None] + f[None, None, :]


odd_x = (label[:, None, None] ^ label[None, :, None] ^ label[None, None, :]) == 1
keeps_core = odd_x & (count([core]) >= 1)
spaces = [('2p kept, one 1s excited', keeps_core & (count([px, py, pz]) >= 1)),
          ('at least one 1s kept', keeps_core),
          ('full CI in basis', odd_x)]
results, guess = [], reference
for name, mask in spaces:
    energy, guess = lowest_state(mask, guess)
    partner = -one_body(turn, guess)
    assert abs(np.vdot(partner, partner) - 1) < 1e-4              # L_z^2 = 1
    assert abs(np.vdot(partner, apply_h(partner)) - energy) < 1e-4  # degenerate P_y
    assert abs(np.vdot(guess, guess.transpose(2, 1, 0)) - 0.5) < 1e-4  # doublet
    results.append((name, energy, operator_parts(guess)))

hf_total = with_anomaly(hf_parts)
missing = TARGET - hf_total
ci_total = with_anomaly(results[-1][2])
assert abs(ci_total - TARGET) < abs(hf_total - TARGET)

print(f'given interval: {TARGET:.2f} GHz')
print(f'alpha^2: {alpha2:.6e}')
print(f'1.5 alpha^2 Ry as frequency: {1.5 * alpha2 * ry_ghz:.3f} GHz')
print(f'magnetic-moment anomaly a: {anomaly:.6f}')
print(f'number of orbitals in working basis: {n}')
print(f'HF energy, working basis: {e_hf:.5f} Ry')
print(f'HF energy, larger s,p basis: {big_energy:.5f} Ry')
print(f'HF virial ratio V/T: {virial:.5f}')
print(f'<r^-3> of 2p: {r3:.5f} a0^-3')
print(f'D = <q/r^3> of 2p: {D:.5f} a0^-3')
print(f'X, exchange integral: {X:.6f} a0^-3')
scale = 1.5 * alpha2 * ry_ghz
print(f'HF nuclear part: {hf_parts[0]:.3f} GHz')
print(f'HF same-orbit direct: {-2 * D * scale:.3f} GHz')
print(f'HF same-orbit exchange: {2 * X * scale:.3f} GHz')
print(f'HF same-orbit part: {hf_parts[1]:.3f} GHz')
print(f'HF other-orbit part: {hf_parts[2]:.3f} GHz')
print(f'HF sum without anomaly: {hf_parts.sum():.3f} GHz')
print(f'HF sum, larger s,p basis: {big_parts.sum():.3f} GHz')
print('HF parts from two-electron operators: '
      + ', '.join(f'{v:.3f}' for v in direct_parts) + ' GHz')
print(f'anomaly correction at HF level: {hf_total - hf_parts.sum():.3f} GHz')
print(f'HF interval with anomaly: {hf_total:.3f} GHz')
print(f'HF interval with anomaly, converted: {hf_total / ry_ghz:.4e} Ry')
print(f'missing beyond HF: {missing:.3f} GHz')
print(f'missing as share of given interval: {100 * missing / TARGET:.1f} percent')
for name, energy, parts in results:
    print(f'[{name}] energy: {energy:.5f} Ry')
    print(f'[{name}] nuclear, same, other: '
          + ', '.join(f'{v:.3f}' for v in parts) + ' GHz')
    print(f'[{name}] interval with anomaly: {with_anomaly(parts):.3f} GHz')
    print(f'[{name}] gain over HF: {with_anomaly(parts) - hf_total:.3f} GHz')
print(f'given interval minus full CI: {TARGET - ci_total:.3f} GHz')
print('checks complete')
```

It fails:

```
Traceback (most recent call last):
  File "check.py", line 268, in <module>
    energy, guess = lowest_state(mask, guess)
                    ^^^^^^^^^^^^^^^^^^^^^^^^^
  File "check.py", line 253, in lowest_state
    raise RuntimeError('configuration interaction did not converge')
RuntimeError: configuration interaction did not converge
```

The author's reading of the failure: The fault lies in the iterative eigenvalue solver of the first program, not in the physics: its Hamiltonian routine is valid only for tensors antisymmetric in the two spin-up electrons, but nothing kept the trial vectors so. By analysis of the iteration, a symmetric rounding error is multiplied by several tens at each preconditioned step, so it swamps the correction before convergence. Each new trial vector is now antisymmetrized, the preconditioner denominator is kept positive, the limit rises from 35 to 45 steps, and a new test checks that the Hamiltonian routine is Hermitian on antisymmetric tensors. The convergence threshold and all earlier tests and tolerances are unchanged.

The change:

```diff
@@ -11,4 +11,5 @@
 the determinant, then for configuration-interaction states C[i,j,k], where i,j
 are the orbitals of the two spin-up electrons and k that of the spin-down one.
+C is antisymmetric in i and j.
 """
 import numpy as np
@@ -192,4 +193,9 @@
 
 
+def antisymmetric(C):
+    """Part of C that changes sign when the two spin-up electrons are exchanged."""
+    return np.ascontiguousarray(C - C.transpose(1, 0, 2)) / 2
+
+
 def one_body(m, C):
     t = np.tensordot(m, C, axes=1)
@@ -198,4 +204,5 @@
 
 def apply_h(C):
+    """Three-electron Hamiltonian; valid only for C antisymmetric in i and j."""
     up_up = (repulsion @ C.reshape(n * n, n)).reshape(n, n, n)
     swapped = np.ascontiguousarray(C.transpose(0, 2, 1)).reshape(n * n, n)
@@ -227,4 +234,11 @@
 assert np.allclose(direct_parts, hf_parts, rtol=2e-4, atol=1e-4)
 
+# Hermiticity of the Hamiltonian on antisymmetric tensors
+rng = np.random.default_rng(1)
+trial_a, trial_b = (antisymmetric(rng.standard_normal((n, n, n))) for _ in range(2))
+trial_a /= np.linalg.norm(trial_a)
+trial_b /= np.linalg.norm(trial_b)
+assert abs(np.vdot(trial_a, apply_h(trial_b)) - np.vdot(apply_h(trial_a), trial_b)) < 1e-8
+
 # Configuration interaction in three nested spaces
 levels = np.diag(h)
@@ -234,22 +248,28 @@
 
 
-def lowest_state(mask, guess):
+def lowest_state(mask, guess, max_steps=45):
+    """Davidson iteration; every trial vector is kept antisymmetric, because
+    a symmetric rounding error would grow from step to step."""
     basis, images, new = [], [], guess * mask
-    for _ in range(35):
+    small = np.zeros((max_steps, max_steps))
+    for step in range(max_steps):
+        new = antisymmetric(new)
+        new = new / np.linalg.norm(new)
         for _ in range(2):
             for b in basis:
                 new = new - np.vdot(b, new) * b
-        new = new / np.linalg.norm(new)
+            new = new / np.linalg.norm(new)
         basis.append(new)
-        images.append(apply_h(new) * mask)
-        small = np.array([[np.vdot(b, w) for w in images] for b in basis])
-        values, vectors = np.linalg.eigh((small + small.T) / 2)
+        images.append(antisymmetric(apply_h(new) * mask))
+        for k, b in enumerate(basis):
+            small[k, step] = small[step, k] = np.vdot(b, images[-1])
+        values, vectors = np.linalg.eigh(small[:step + 1, :step + 1])
         state = sum(c * b for c, b in zip(vectors[:, 0], basis))
         residual = sum(c * w for c, w in zip(vectors[:, 0], images)) - values[0] * state
-        if np.linalg.norm(residual) < 3e-5:
+        size = np.linalg.norm(residual)
+        if size < 3e-5:
             return values[0], state
-        gap = diagonal - values[0]
-        new = -residual / np.where(np.abs(gap) < 0.2, 0.2, gap)
-    raise RuntimeError('configuration interaction did not converge')
+        new = -residual / np.maximum(diagonal - values[0], 0.2)
+    raise RuntimeError(f'configuration interaction did not converge, residual {size:.2e} Ry')
 
 
```

After the repair:

```
given interval: 10.05 GHz
alpha^2: 5.325135e-05
1.5 alpha^2 Ry as frequency: 262.783 GHz
magnetic-moment anomaly a: 0.001160
number of orbitals in working basis: 51
HF energy, working basis: -14.72395 Ry
HF energy, larger s,p basis: -14.72886 Ry
HF virial ratio V/T: -2.00120
<r^-3> of 2p: 0.05855 a0^-3
D = <q/r^3> of 2p: 0.04684 a0^-3
X, exchange integral: -0.009027 a0^-3
HF nuclear part: 46.158 GHz
HF same-orbit direct: -24.619 GHz
HF same-orbit exchange: -4.744 GHz
HF same-orbit part: -29.363 GHz
HF other-orbit part: -9.488 GHz
HF sum without anomaly: 7.306 GHz
HF sum, larger s,p basis: 7.328 GHz
HF parts from two-electron operators: 46.158, -29.363, -9.488 GHz
anomaly correction at HF level: 0.028 GHz
HF interval with anomaly: 7.334 GHz
HF interval with anomaly, converted: 2.2293e-06 Ry
missing beyond HF: 2.716 GHz
missing as share of given interval: 27.0 percent
[2p kept, one 1s excited] energy: -14.72410 Ry
[2p kept, one 1s excited] nuclear, same, other: 46.157, -29.326, -9.525 GHz
[2p kept, one 1s excited] interval with anomaly: 7.334 GHz
[2p kept, one 1s excited] gain over HF: -0.000 GHz
[at least one 1s kept] energy: -14.72710 Ry
[at least one 1s kept] nuclear, same, other: 49.815, -30.012, -9.680 GHz
[at least one 1s kept] interval with anomaly: 10.159 GHz
[at least one 1s kept] gain over HF: 2.825 GHz
[full CI in basis] energy: -14.80804 Ry
[full CI in basis] nuclear, same, other: 49.327, -29.544, -10.365 GHz
[full CI in basis] interval with anomaly: 9.452 GHz
[full CI in basis] gain over HF: 2.118 GHz
given interval minus full CI: 0.598 GHz
checks complete
```
